# Why hydroxyls and reactive defects nucleate oxides on dichalcogenides: a numerical check

```python
# RESULT UNDER TEST: a surface site is converted into an oxide nucleus at the rate
#   K = w*kc/(w + kc + kd),  converted fraction after a pulse t: q = 1 - exp(-K t)
# w  = rate at which gas molecules are trapped on the empty site (1/s)
# kc = chemisorption rate of a trapped molecule, nu_c*exp(-Ec/kT) (1/s)
# kd = desorption rate of a trapped molecule, nu_d*exp(-Ed/kT) (1/s)
# Example: trimethylaluminium on MoS2; energies and prefactors are round model values.
# Lengths in nm, energies in eV, times in s unless a name says otherwise.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import i0, i1, k0, k1

mp.mp.dps = 40
rng = np.random.default_rng(7)
kB = sc.k / sc.e
T = 473.0
kT = kB * T
pressure_torr, pulse, purge = 0.1, 0.1, 5.0
mass_u, sticking, area = 72.09, 0.5, 0.25
nu_c, nu_d = 1e12, 1e14
sites = {"terrace": (0.5, 1.5), "hydroxyl": (0.7, 0.5), "sluggish defect": (0.7, 1.1)}

# ---------- arrival from the gas ----------
mass = mass_u * sc.atomic_mass
pressure = pressure_torr * sc.torr
flux_si = pressure / np.sqrt(2 * np.pi * mass * sc.k * T)
v_th = np.sqrt(sc.k * T / mass)
mean_v = quad(lambda x: x * np.exp(-x * x / 2) / np.sqrt(2 * np.pi), 0, 12)[0] * v_th
assert abs(pressure / (sc.k * T) * mean_v / flux_si - 1) < 1e-6
flux = flux_si * 1e-18
w = sticking * flux * area

# ---------- escape rate from a well: thermal flux over barrier / population ----------
for b in (12.0, 25.0):
    population = quad(lambda x: np.exp(-b * (1 - x * x)**2), 0, 3, points=[1.0])[0]
    full_rate = np.sqrt(1 / (2 * np.pi)) * np.exp(-b) / population
    arrhenius = np.sqrt(8 * b) / (2 * np.pi) * np.exp(-b)
    # anharmonic correction of the quartic well is of order 0.2 kT/barrier
    assert abs(full_rate / arrhenius - 1) < 0.3 / b


def rates(Ed, Ec, temp=T, fac_d=1.0):
    return (nu_c * np.exp(-Ec / (kB * temp)),
            fac_d * nu_d * np.exp(-Ed / (kB * temp)))


def react_prob(Ed, Ec, temp=T):
    kc, kd = rates(Ed, Ec, temp)
    return kc / (kc + kd)


def K_site(kc, kd):
    return w * kc / (w + kc + kd)


def evolve(kc, kd, t, arrival=w, start=0):
    """Exact occupation of (empty, trapped, reacted) from the master equation."""
    G = mp.matrix([[-arrival, kd, 0], [arrival, -(kd + kc), 0], [0, kc, 0]])
    U = mp.expm(G * mp.mpf(t))
    return [U[i, start] for i in range(3)]


# ---------- competing exits, by random exit times ----------
kc_h, kd_h = rates(*sites["hydroxyl"])
t_react = rng.exponential(1 / kc_h, 400000)
t_leave = rng.exponential(1 / kd_h, 400000)
assert abs(np.mean(t_react < t_leave) - react_prob(*sites["hydroxyl"])) < 0.005
assert abs(np.minimum(t_react, t_leave).mean() * (kc_h + kd_h) - 1) < 0.01
E_even = 0.7 - kT * np.log(nu_d / nu_c)
E_even_num = brentq(lambda E: react_prob(0.7, E) - 0.5, 0.1, 1.5)
assert abs(E_even - E_even_num) < 1e-8

# ---------- conversion of a site during a pulse ----------
table = {}
for name, (Ed, Ec) in sites.items():
    kc, kd = rates(Ed, Ec)
    K = K_site(kc, kd)
    t_test = min(pulse, 1 / K)
    exact = float(evolve(kc, kd, t_test)[2])
    # single-exponential law is good to order K/(w+kc+kd), below 0.3 percent here
    assert abs(-np.expm1(-K * t_test) / exact - 1) < 5e-3
    if name != "terrace":
        Q = np.array([[w, -w], [-kd, kc + kd]])
        mean_time = np.linalg.solve(Q, np.ones(2))[0]
        assert abs(mean_time * K - 1) < 1e-6
    q = float(evolve(kc, kd, pulse)[2])
    table[name] = (kc, kd, react_prob(Ed, Ec), K, q)
assert table["hydroxyl"][4] > 0.99 and table["sluggish defect"][4] < 0.01
trapped_terrace = float(evolve(*table["terrace"][:2], pulse)[1])
kc_t, kd_t = table["terrace"][:2]
assert abs(trapped_terrace * (w + kc_t + kd_t) / w - 1) < 1e-6

# ---------- largest barrier that still converts a site in one pulse ----------
E_max = {}
for Ed in (0.5, 0.7):
    kd = rates(Ed, 1.0)[1]
    E_max[Ed] = kT * np.log(nu_c * (w * pulse - 1) / (w + kd))
    root = brentq(lambda E: float(evolve(rates(Ed, E)[0], kd, pulse)[2])
                  - (1 - np.exp(-1)), 0.3, 1.4, xtol=1e-7)
    assert abs(root - E_max[Ed]) < 1e-4

# ---------- which change matters: barrier or binding ----------
q_barrier_only = float(evolve(*rates(0.5, 0.5), pulse)[2])
q_binding_only = float(evolve(*rates(0.7, 1.5), pulse)[2])
assert q_barrier_only > 0.99 and q_binding_only < 1e-5

# ---------- temperature dependence of the reaction probability ----------
E_app = {}
for name in ("terrace", "hydroxyl"):
    Ed, Ec = sites[name]
    E_app[name] = (1 - react_prob(Ed, Ec)) * (Ec - Ed)
    beta, h = 1 / kT, 1e-3
    lp = [np.log(react_prob(Ed, Ec, 1 / (kB * (beta + s * h)))) for s in (1, -1)]
    assert abs(-(lp[0] - lp[1]) / (2 * h) - E_app[name]) < 1e-5

# ---------- survival through the purge ----------
E_purge = kT * np.log(nu_d * purge)
left = float(evolve(0.0, rates(E_purge, 1.0)[1], purge, arrival=0.0, start=1)[1])
assert abs(left - np.exp(-1)) < 1e-6


# ---------- closure of the film by growing discs ----------
def disc_coverage(births, growth):
    """Unit periodic box, end time 1; nuclei on covered ground are rejected."""
    n = len(births)
    centres, born = np.empty((n, 2)), np.empty(n)
    probes, hit, m = rng.random((4000, 2)), np.zeros(4000, bool), 0
    for b in np.sort(births):
        c = rng.random(2)
        d = centres[:m] - c
        d -= np.round(d)
        if np.any((d**2).sum(1) < (growth * (b - born[:m]))**2):
            continue
        centres[m], born[m] = c, b
        m += 1
        d = probes - c
        d -= np.round(d)
        hit |= (d**2).sum(1) < (growth * (1 - b))**2
    return hit.mean()


n_disc = 2500
g_all = np.sqrt(0.9 / (np.pi * n_disc))
g_steady = np.sqrt(3 * 0.9 / (np.pi * n_disc))
cov_all = np.mean([disc_coverage(np.zeros(n_disc), g_all) for _ in range(4)])
cov_steady = np.mean([disc_coverage(rng.random(n_disc), g_steady) for _ in range(4)])
# sampling scatter of the four-run means is below 0.01
assert abs(cov_all - (1 - np.exp(-np.pi * n_disc * g_all**2))) < 0.03
assert abs(cov_steady - (1 - np.exp(-np.pi * n_disc * g_steady**2 / 3))) < 0.03
growth = 0.1
cycles_OH = {N: np.sqrt(np.log(100) / (np.pi * N * 1e-14)) / growth for N in (1e12, 1e13)}
J = table["terrace"][4] / area
cycles_terrace = (3 * np.log(100) / (np.pi * J * growth**2))**(1 / 3)

# ---------- neglected: surface diffusion to a site ----------
hop, nu_m, E_m = 0.316, 1e12, 0.1
hop_rate = nu_m * np.exp(-E_m / kT)
lam = np.sqrt(hop_rate * hop**2 / 4 / kd_t)
n_hops = rng.geometric(kd_t / (kd_t + hop_rate), 200000) - 1
counts = rng.multinomial(n_hops, np.ones(6) / 6)
angles = np.arange(6) * np.pi / 3
walk = hop * counts @ np.column_stack([np.cos(angles), np.sin(angles)])
assert abs((walk**2).sum(1).mean() / (4 * lam**2) - 1) < 0.03
a, R = np.sqrt(area / np.pi), np.sqrt(1 / (np.pi * 1e12 * 1e-14))
x, X = a / lam, R / lam
capture = 2 * np.pi * a * lam * (k1(x) * i1(X) - i1(x) * k1(X)) / (
    k0(x) * i1(X) + i0(x) * k1(X))
M = 4000
edge = np.linspace(a, R, M + 1)
step = edge[1] - edge[0]
cell = np.pi * (edge[1:]**2 - edge[:-1]**2)
link = lam**2 * 2 * np.pi * edge / step
link[0] *= 2
link[-1] = 0
band = np.zeros((3, M))
band[0, 1:] = -link[1:-1]
band[1] = cell + link[:-1] + link[1:]
band[2, :-1] = -link[1:-1]
density = solve_banded((1, 1), band, cell)
assert abs(link[0] * density[0] / capture - 1) < 2e-3
gain = (capture + area) / area
q_slug_gain = -np.expm1(-table["sluggish defect"][3] * pulse * gain)

# ---------- neglected: proton tunnelling, prefactors, barrier errors ----------
wavenumber = 1000.0
u = sc.h * sc.c * wavenumber * 100 / (sc.k * T)
tunnel = (u / 2) / np.sin(u / 2)
direct = quad(lambda y: np.exp(-y) / (1 + np.exp(-2 * np.pi * y / u)), -40, 60,
              points=[0.0], limit=200)[0]
assert abs(direct / tunnel - 1) < 1e-5
p_tunnel = tunnel * kc_h / (tunnel * kc_h + kd_h)
Kt_prefactor = K_site(*rates(0.7, 0.5, fac_d=100)) * pulse
Kt_barrier = K_site(*rates(0.7, 0.7)) * pulse
q_terrace_low = float(evolve(*rates(0.5, 1.2), pulse)[2])
assert Kt_prefactor > 5 and Kt_barrier > 5 and q_terrace_low < 1e-4

# ---------- printed numbers ----------
print(f"temperature {T:.0f} K, kT = {kT:.4f} eV")
print(f"pressure {pressure_torr} Torr, pulse {pulse} s, purge {purge} s")
print(f"precursor mass {mass_u} u, trapping prob. {sticking}, site area {area} nm2")
print(f"prefactors: reaction {nu_c:.0e} 1/s, desorption {nu_d:.0e} 1/s")
print(f"gas flux {flux:.3e} 1/(nm2 s)")
print(f"trapped arrivals per site w = {w:.3e} 1/s; per pulse {w*pulse:.0f}")
for name, (kc, kd, p, K, q) in table.items():
    print(f"{name}: Ed = {sites[name][0]} eV, Ec = {sites[name][1]} eV")
    print(f"  kc = {kc:.3e} 1/s, kd = {kd:.3e} 1/s")
    print(f"  reaction prob. per visit p = {p:.3e}, dwell {1/(kc+kd):.2e} s")
    print(f"  K = {K:.3e} 1/s, K*pulse = {K*pulse:.3e}, q = {q:.3e}")
print(f"ratio K hydroxyl/terrace = {table['hydroxyl'][3]/table['terrace'][3]:.2e}")
print(f"hydroxyl mean conversion time {1e6/table['hydroxyl'][3]:.1f} us")
print(f"terrace site fraction holding a trapped molecule {trapped_terrace:.2e}")
print(f"even-odds barrier: Ed 0.5: {E_even-0.2:.3f} eV; Ed 0.7: {E_even:.3f} eV")
print(f"one-pulse barrier limit: Ed 0.5: {E_max[0.5]:.3f} eV; Ed 0.7: {E_max[0.7]:.3f} eV")
print(f"terrace with hydroxyl barrier only: q = {q_barrier_only:.4f}")
print(f"terrace with hydroxyl binding only: q = {q_binding_only:.2e}")
print(f"apparent energy of p: terrace {E_app['terrace']:.3f} eV, "
      f"hydroxyl {E_app['hydroxyl']:.3f} eV")
for temp in (373.0, 473.0, 573.0):
    print(f"p at {temp:.0f} K: terrace {react_prob(0.5, 1.5, temp):.2e}, "
          f"hydroxyl {react_prob(0.7, 0.5, temp):.3f}")
print(f"escape barrier needed to outlast purge (1/e left) {E_purge:.2f} eV")
print(f"terrace nuclei per pulse {J*1e14:.2e} 1/cm2; in 100 pulses {J*1e16:.2e} 1/cm2")
frac100 = -np.expm1(-100 * table["sluggish defect"][3] * pulse)
print(f"sluggish defects converted after 100 pulses {frac100:.3f}")
print(f"lateral growth {growth} nm/cycle; coverage target 99 %")
for N, n in cycles_OH.items():
    print(f"hydroxyl {N:.0e} 1/cm2: {n:.0f} cycles, nucleus radius {n*growth:.1f} nm")
print(f"terrace nucleation alone: {cycles_terrace:.0f} cycles")
print(f"disc simulation coverage: together {cov_all:.3f}, steady {cov_steady:.3f}; "
      f"law {1-np.exp(-0.9):.3f}")
print(f"diffusion: hop {hop} nm, prefactor {nu_m:.0e} 1/s, barrier {E_m} eV")
print(f"diffusion length {lam:.2f} nm, capture area {capture:.1f} nm2 at 1e12 sites/cm2")
print(f"delivery gain at most {gain:.0f}; sluggish defect q then at most {q_slug_gain:.3f}")
print(f"tunnelling at {wavenumber:.0f} 1/cm: factor {tunnel:.2f}, hydroxyl p {p_tunnel:.2f}")
print(f"hydroxyl K*pulse, desorption prefactor x100: {Kt_prefactor:.1f}")
print(f"hydroxyl K*pulse, reaction barrier +0.2 eV: {Kt_barrier:.1f}")
print(f"terrace q, reaction barrier -0.3 eV: {q_terrace_low:.2e}")
print(f"crowding, sites per footprint at 1e13 1/cm2: {1e13*1e-14*area:.3f}")
print("all good")
```

Printed output:

```
temperature 473 K, kT = 0.0408 eV
pressure 0.1 Torr, pulse 0.1 s, purge 5.0 s
precursor mass 72.09 u, trapping prob. 0.5, site area 0.25 nm2
prefactors: reaction 1e+12 1/s, desorption 1e+14 1/s
gas flux 1.902e+05 1/(nm2 s)
trapped arrivals per site w = 2.378e+04 1/s; per pulse 2378
terrace: Ed = 0.5 eV, Ec = 1.5 eV
  kc = 1.041e-04 1/s, kd = 4.705e+08 1/s
  reaction prob. per visit p = 2.213e-13, dwell 2.13e-09 s
  K = 5.263e-09 1/s, K*pulse = 5.263e-10, q = 5.263e-10
hydroxyl: Ed = 0.7 eV, Ec = 0.5 eV
  kc = 4.705e+06 1/s, kd = 3.480e+06 1/s
  reaction prob. per visit p = 5.748e-01, dwell 1.22e-07 s
  K = 1.363e+04 1/s, K*pulse = 1.363e+03, q = 1.000e+00
sluggish defect: Ed = 0.7 eV, Ec = 1.1 eV
  kc = 1.904e+00 1/s, kd = 3.480e+06 1/s
  reaction prob. per visit p = 5.471e-07, dwell 2.87e-07 s
  K = 1.292e-02 1/s, K*pulse = 1.292e-03, q = 1.291e-03
ratio K hydroxyl/terrace = 2.59e+12
hydroxyl mean conversion time 73.4 us
terrace site fraction holding a trapped molecule 5.05e-05
even-odds barrier: Ed 0.5: 0.312 eV; Ed 0.7: 0.512 eV
one-pulse barrier limit: Ed 0.5: 0.629 eV; Ed 0.7: 0.829 eV
terrace with hydroxyl barrier only: q = 1.0000
terrace with hydroxyl binding only: q = 7.07e-08
apparent energy of p: terrace 1.000 eV, hydroxyl -0.085 eV
p at 373 K: terrace 3.08e-16, hydroxyl 0.834
p at 473 K: terrace 2.21e-13, hydroxyl 0.575
p at 573 K: terrace 1.60e-11, hydroxyl 0.365
escape barrier needed to outlast purge (1/e left) 1.38 eV
terrace nuclei per pulse 2.11e+05 1/cm2; in 100 pulses 2.11e+07 1/cm2
sluggish defects converted after 100 pulses 0.121
lateral growth 0.1 nm/cycle; coverage target 99 %
hydroxyl 1e+12 1/cm2: 121 cycles, nucleus radius 12.1 nm
hydroxyl 1e+13 1/cm2: 38 cycles, nucleus radius 3.8 nm
terrace nucleation alone: 5933 cycles
disc simulation coverage: together 0.596, steady 0.599; law 0.593
diffusion: hop 0.316 nm, prefactor 1e+12 1/s, barrier 0.1 eV
diffusion length 2.14 nm, capture area 12.9 nm2 at 1e12 sites/cm2
delivery gain at most 52; sluggish defect q then at most 0.066
tunnelling at 1000 1/cm: factor 1.52, hydroxyl p 0.67
hydroxyl K*pulse, desorption prefactor x100: 31.7
hydroxyl K*pulse, reaction barrier +0.2 eV: 23.4
terrace q, reaction barrier -0.3 eV: 8.27e-07
crowding, sites per footprint at 1e13 1/cm2: 0.025
all good
```
